# When a cylindrical Fermi surface removes the thin-film size effect

**Q:** A metal film gets more resistive as it gets thinner, because electrons hit its surfaces. I am told that a cylindrical Fermi surface with its axis along the film normal escapes this, since its electrons have no normal velocity. That sounds too easy. What is being assumed?

**A:** Let the film occupy \(0<z<d\), with a uniform electric field \(\mathcal E\) along \(x\). Electrons have charge \(-e\) and velocity \(\mathbf v=\nabla_{\mathbf k}E/\hbar\). The gradient is perpendicular to a surface of constant energy, so on a cylinder along \(z\) it has no \(z\) component, whatever the shape of the cross-section.

Three assumptions matter. Transport is semiclassical. Bulk scattering is local and is the same in the film as in the bulk. The surfaces act only as boundary conditions on arriving and departing electrons.

Write the occupation as \(f_0+\delta f\). The field term in the steady Boltzmann equation is \((-e\mathcal E/\hbar)\,\partial f_0/\partial k_x=-e\mathcal E v_x\,\partial f_0/\partial E\). Moved to the right-hand side, it gives
\[
v_z\frac{\partial\,\delta f}{\partial z}+C[\delta f]=-e\mathcal E\,v_x\left(-\frac{\partial f_0}{\partial E}\right),
\]
where \(C\) is the linear collision operator, including scattering into each state.

If \(v_z=0\) on all the states that matter, the derivative term is absent. What remains at every \(z\) is the bulk equation. I assume that \(C\) leaves undetermined only functions of energy; these carry no current, so the current density is the bulk one.

**Q:** You have not used the boundary condition. Surely a rough surface must impose something.

**A:** It prescribes the occupation of departing electrons: those with \(v_z>0\) at \(z=0\) and \(v_z<0\) at \(z=d\). With \(v_z=0\) there are none, so nothing is prescribed. Within these assumptions, the resistivity equals its bulk value \(\rho_0\) at every thickness.

**Q:** "The states that matter" is vague. Is a cylinder at the Fermi energy enough?

**A:** At zero temperature it is. At temperature \(T\), current is carried by states within a few \(k_BT\) of the Fermi energy \(E_F\), and their energy surfaces must be cylinders too. A counterexample, with layer spacing \(c\) and in-plane energy \(\varepsilon_\parallel\), is
\[
E-E_F=(\varepsilon_\parallel-E_F)\,[1+b\cos(k_zc)],\qquad |b|<1 .
\]
The surface \(E=E_F\) is the cylinder \(\varepsilon_\parallel=E_F\). But
\[
v_z=-\frac{bc}{\hbar}(\varepsilon_\parallel-E_F)\sin(k_zc),
\]
which vanishes at \(E_F\) and is of order \(bck_BT/\hbar\) for thermally active states.

**Q:** Then show me what a small \(v_z\) does. Perhaps the effect jumps to its usual size as soon as \(v_z\) is not zero.

**A:** Take a constant relaxation time \(\tau\), so that \(C[\delta f]=\delta f/\tau\). The bulk solution is
\[
\delta f_{\rm b}=-e\mathcal E\tau v_x\left(-\frac{\partial f_0}{\partial E}\right).
\]
Put \(\delta f=h(z)\,\delta f_{\rm b}\) and \(\ell=|v_z|\tau\). For an electron moving up, division by \(\delta f_{\rm b}/\tau\) gives
\[
\ell\,\frac{dh_+}{dz}+h_+=1,\qquad h_+(z)=1-Ae^{-z/\ell}.
\]
Both surfaces reflect a fraction \(p\) specularly, reversing \(v_z\) and keeping \(v_x\). The rest leaves with no memory of its drift. With identical surfaces, \(h_-(z)=h_+(d-z)\), so the condition at \(z=0\) is
\[
h_+(0)=p\,h_-(0)=p\,h_+(d).
\]
Let \(u=\ell/d\). Then \(1-A=p(1-Ae^{-1/u})\), and collecting \(A\) gives
\[
A=\frac{1-p}{1-pe^{-1/u}} .
\]
The fraction of this state's current that is lost, averaged over the thickness, is
\[
L(u,p)=\frac1d\int_0^d Ae^{-z/\ell}dz
=\frac{(1-p)\,u\,(1-e^{-1/u})}{1-pe^{-1/u}} .
\]
The down-moving partner loses the same fraction.

For small \(u\) the exponentials disappear and \(L\to(1-p)u\), so there is no jump. For large \(u\), \(1-e^{-1/u}\to1/u\) and the denominator tends to \(1-p\), so \(L\to1\) if \(p<1\).

**Q:** How does that become a conductivity?

**A:** The current density is \(-e\) times the sum of \(v_x\delta f\). Since \(\delta f_{\rm b}\) itself contains \(v_x\), each state has weight \(v_x^2\):
\[
\frac{\sigma}{\sigma_0}=1-\frac{\langle v_x^2L\rangle}{\langle v_x^2\rangle},
\]
where \(\langle\cdots\rangle\) is the average over \(\mathbf k\) weighted by \(-\partial f_0/\partial E\).

This also settles the converse in the relaxation-time model. For \(p<1\), \(L\) is positive whenever \(v_z\neq0\), so the effect vanishes only if the states with \(v_x\neq0\) have \(v_z=0\), apart from a set of zero weight. For \(p=1\), \(L=0\) and the shape no longer matters, provided that reflection preserves \(v_x\) as assumed.

**Q:** No real layered metal has layers that are completely decoupled. Put in some hopping between them.

**A:** Use
\[
E=\frac{\hbar^2k_\parallel^2}{2m}-2t\cos\theta,\qquad \theta=k_zc,\qquad 0<2t<E_F .
\]
The cylinder is now slightly corrugated, with
\[
v_z=\frac{2tc}{\hbar}\sin\theta .
\]
I first compute the bulk conductivity, taking \(-\partial f_0/\partial E=\delta(E-E_F)\). With two spins,
\[
\sigma_0=\frac{e^2\tau}{4\pi^3}\int d^3k\;v_x^2\,\delta(E-E_F).
\]
In cylindrical coordinates \(k_\parallel dk_\parallel=(m/\hbar^2)\,d\varepsilon_\parallel\) and \(v_x^2=(2\varepsilon_\parallel/m)\cos^2\varphi\). The delta function sets \(\varepsilon_\parallel=E_F+2t\cos\theta\), and the integral of \(\cos^2\varphi\) is \(\pi\). Hence
\[
\sigma_0=\frac{e^2\tau}{4\pi^3}\,\frac{2\pi}{\hbar^2}\int_{-\pi/c}^{\pi/c}dk_z\,(E_F+2t\cos\theta)
=\frac{e^2\tau E_F}{\pi\hbar^2c}.
\]
The cosine integrates to zero. Defining \(k_F\) by \(E_F=\hbar^2k_F^2/2m\),
\[
\sigma_0=\frac{ne^2\tau}{m},\qquad n=\frac{k_F^2}{2\pi c}.
\]
In the film, the same integral contains the factor \(1-L\). Define
\[
\kappa=\frac{2tc\tau}{\hbar d},
\]
the largest normal mean free path divided by the thickness. The loss is the average over \(\theta\) of \([1+(2t/E_F)\cos\theta]\,L(\kappa|\sin\theta|,p)\). Replacing \(\theta\) by \(\pi-\theta\) reverses the cosine but leaves \(|\sin\theta|\) alone, so the cosine term cancels again:
\[
\frac{\sigma}{\sigma_0}=1-\frac2\pi\int_0^{\pi/2}L(\kappa\sin\theta,p)\,d\theta .
\]
For \(\kappa\ll1\), \(L\simeq(1-p)\kappa\sin\theta\), and the sine integrates to one:
\[
1-\frac{\sigma}{\sigma_0}\simeq(1-p)\frac{2\kappa}{\pi}.
\]
The in-plane mean free path \(\lambda=v_F\tau\), with \(v_F=\hbar k_F/m\), does not appear. The length that competes with \(d\) is \(2tc\tau/\hbar\).

**Q:** But if I fix \(t\) and keep thinning the film, \(\kappa\) grows without limit.

**A:** In the formula it does, and for \(p<1\) the conductivity ratio then tends to zero. The two limits do not commute: \(t\to0\) at fixed \(d\) removes the effect, while \(d\to0\) at fixed \(t\) makes it complete.

A film of \(N\) layers has \(d=Nc\), however, so
\[
\kappa=\frac1N\,\frac{2t\tau}{\hbar}.
\]
If \(2t\tau/\hbar<1\), then \(\kappa<1/N\) and the predicted loss is at most about \(2/(\pi N)\), less than one layer's share of the conductance. An electron then scatters before it has moved one layer spacing, and a band velocity along \(z\) is no longer a sound description.

**Q:** Your relaxation time ignores scattering into a state. Does that spoil the smooth disappearance?

**A:** The argument at \(v_z=0\) did not need a relaxation time. For the warped case I solved the discretized transport equation for diffuse surfaces, to leading order in \(t/E_F\), with a mean cosine of 0.4 for the in-plane scattering angle and with \(k_z\) randomized at every collision. Doubling \(\kappa\) from 0.05 to 0.10 doubled the loss to within 2%.

The loss per unit \(\kappa\) was 0.942, against \(2/\pi=0.637\) without in-scattering. Here \(\kappa\) contains the time between collisions. The current relaxes more slowly, in \(\tau/(1-0.4)\), so per unit of a \(\kappa\) built from that transport time the coefficient is \(0.6\times0.942=0.565\). If collisions conserved \(k_z\) instead, \(\tau\) would simply be replaced by the transport time, and the coefficient per unit of that \(\kappa\) would stay at \(2/\pi\). The coefficient depends on the scattering, but the loss still vanishes with \(v_z\).

**Q:** Give me numbers, and compare them with an ordinary round Fermi surface.

**A:** Take round parameters: \(c=0.6\) nm, \(k_F=9.5\) nm\(^{-1}\), \(m=1.5\,m_e\), \(\lambda=60\) nm, \(t=10\) meV and \(T=300\) K. The Fermi velocity is \(7.33\times10^5\) m/s, so \(\tau=\lambda/v_F=81.8\) fs. The density is
\[
n=\frac{(9.5)^2}{2\pi(0.6)}\ \text{nm}^{-3}=23.9\ \text{nm}^{-3},
\]
and \(\rho_0=m/(ne^2\tau)=2.72\) µΩ cm. The largest normal velocity is \(1.82\times10^4\) m/s. Multiplied by \(\tau\), it gives a normal path of 1.49 nm, forty times shorter than \(\lambda\).

For a sphere, let \(\mu=|v_z|/v_F\). The azimuthal average of \(v_x^2\) is proportional to \(1-\mu^2\), whose integral from 0 to 1 is \(2/3\). The loss is therefore
\[
\frac32\int_0^1(1-\mu^2)\,L(\lambda\mu/d,p)\,d\mu .
\]
For \(\lambda\ll d\) and \(p=0\) this becomes \(\tfrac32(\lambda/d)(\tfrac12-\tfrac14)=\tfrac38\lambda/d\). The films below are too thin for that limit, so the full integral is used. With \(\lambda\), \(\rho_0\) and \(p=0\) held fixed, the resistivities in µΩ cm are:

| \(d\) (nm) | perfect cylinder | warped cylinder | sphere |
|---|---:|---:|---:|
| 6 | 2.72 | 3.22 | 12.99 |
| 12 | 2.72 | 2.95 | 8.41 |
| 24 | 2.72 | 2.83 | 5.78 |

At 6 nm, \(\kappa=1.492/6=0.2487\). The small-\(\kappa\) law gives a loss of \(0.6366\times0.2487=0.158\); the full formula gives 0.157, or \(\rho/\rho_0=1/0.843=1.19\). The discretized transport equation gives a conductivity ratio of 0.84315, as does the formula. A three-dimensional \(\mathbf k\) integral at 300 K gives 0.84314, so thermal smearing is negligible for this dispersion.

**Q:** What if the film is not perfectly aligned?

**A:** Tilt the cylinder axis by \(\alpha\) about the current direction. For a circular section,
\[
\mathbf v=v_F(\cos\varphi,\ \sin\varphi\cos\alpha,\ -\sin\varphi\sin\alpha).
\]
Now \(|v_z|=v_F\sin\alpha\,|\sin\varphi|\). Since \(\langle\cos^2\varphi\rangle=1/2\), the loss is \(2\langle\cos^2\varphi\,L\rangle_\varphi\). For small argument and \(p=0\),
\[
\frac{2\lambda\sin\alpha}{d}\,\langle\cos^2\varphi|\sin\varphi|\rangle_\varphi
=\frac{2\lambda\sin\alpha}{d}\,\frac{2}{\pi}\int_0^{\pi/2}\cos^2\varphi\sin\varphi\,d\varphi
=\frac{4}{3\pi}\frac{\lambda\sin\alpha}{d},
\]
because the last integral is \(1/3\).

Here \(\lambda\) has returned. One degree gives \(\lambda\sin\alpha=1.05\) nm and raises the resistivity of the perfect cylinder by 8.0% at 6 nm. A tilt about the other in-plane axis is worse, because the current must then cross the layers. With no net current along the film normal, the bulk resistivity alone becomes \(\rho_0\cos^2\alpha+\rho_c\sin^2\alpha\), where \(\rho_c\) is the resistivity along the cylinder axis. For a perfect cylinder \(\rho_c\) is infinite. For the warped one, \(\rho_c/\rho_0=\langle v_x^2\rangle/\langle v_z^2\rangle\approx1600\), so one degree adds about 49% before any surface scattering is counted.

**Q:** An interconnect is a narrow line, not a wide film. Does the protection carry over?

**A:** It covers the top and bottom surfaces, not the sidewalls. For current along \(x\) and sidewalls normal to \(y\), the perpendicular speed is \(v_F|\sin\varphi|\). The tilt calculation applies with \(\sin\alpha\) replaced by 1 and \(d\) by the width \(w\). For \(\lambda\ll w\) the diffuse loss is \((4/3\pi)\lambda/w\).

At \(w=30\) nm, \(\lambda/w=2\), too large for the linear law. The full integral gives \(\rho/\rho_0=2.05\) from diffuse sidewalls alone, for a perfect upright cylinder of circular section. A faceted section gives a different value that depends on the direction of the line: states on a flat face whose normal points along the line carry current but have no velocity towards the sidewalls.

**Q:** I still have one objection to the flat film. With \(t=0\), an electron in the top layer stays there. If that layer is rough or oxidized, the electron feels it all the time.

**A:** That objection is correct, and it breaks the third assumption: the surface is then a region with its own scattering, not a boundary condition.

For decoupled layers, the conductances add. Let inner layers have energy broadening \(\Gamma=\hbar/\tau\) and the two outer ones \(\Gamma_s\). Each layer conducts in proportion to its own scattering time, so
\[
\frac{\sigma}{\sigma_0}=\frac{(N-2)+2\Gamma/\Gamma_s}{N}
=1-\frac2N\left(1-\frac{\Gamma}{\Gamma_s}\right).
\]
Since \(\Gamma/\Gamma_s\ge0\), \(\rho/\rho_0\le N/(N-2)\) for \(N>2\). The loss is at most \(2/N=2c/d\), however long \(\lambda\) is.

At 6 nm, \(N=10\). With \(\Gamma=8.0\) meV and a chosen \(\Gamma_s=10\,\Gamma\), the ratio is \(1-0.2\times0.9=0.82\), or \(\rho/\rho_0=1.22\). Two completely dead layers would give 1.25. So the film does have a thickness dependence, but one set by the layer spacing.

**Q:** Does that bound survive interlayer hopping?

**A:** No. To see this, treat the layers quantum mechanically. For short-range scatterers the correction from in-scattering vanishes, since \(v_x\) is odd in \(\mathbf k_\parallel\), and the zero-temperature Kubo formula for the sheet conductance is
\[
G_\square=\frac{2e^2\hbar}{\pi}\int\frac{d^2k_\parallel}{(2\pi)^2}\,v_x^2\,
\mathrm{Tr}\,(\mathrm{Im}\,G)^2,\quad
G=\left[E_F-\varepsilon_\parallel-H_z+\tfrac{i}{2}\hat\Gamma\right]^{-1}.
\]
\(H_z\) contains the hopping \(-t\) between neighbours, and \(\hat\Gamma\) is diagonal, with one broadening per layer.

A single layer checks the normalization. Replace \(2\,d^2k_\parallel/(2\pi)^2\) by \((m/\pi\hbar^2)\,d\varepsilon_\parallel\) and average \(v_x^2\) to \(\varepsilon_\parallel/m\). With \(x=\varepsilon_\parallel-E_F\) and \(\Gamma\ll E_F\),
\[
\int dx\,\frac{(\Gamma/2)^2}{[x^2+(\Gamma/2)^2]^2}=\frac{\pi}{\Gamma},\qquad
G_\square=\frac{e^2E_F}{\pi\hbar\Gamma}=\sigma_0c .
\]
A uniform stack of \(N\) layers has standing-wave energies \(\epsilon_j\), and each mode contributes in proportion to \(E_F-\epsilon_j\). Their sum is \(NE_F\), because \(H_z\) has zero trace. Confinement alone therefore causes no size effect here; the numerical ratio is 1.00000.

Now let the outer layers be disordered, with \(t=10\) meV and the same broadenings. The ten-layer film has \(\rho/\rho_0=1.33\), above the decoupled bound of 1.25. If the bulk scattering time is made four times longer at fixed \(\Gamma_s\), the ratio to the new bulk value is 1.79. Hopping lets the inner layers feel the surface disorder, and cleaner bulk material makes the relative penalty larger. The penalty is not monotonic in \(\Gamma_s\): for \(t=10\) meV and the original bulk time, \(\rho/\rho_0\) is 1.24, 1.33, 1.29 and 1.25 at \(\Gamma_s/\Gamma=3\), 10, 30 and 1000. The choice \(\Gamma_s=10\,\Gamma\) gives the largest of these values, and very strongly disordered outer layers return the film to the dead-layer value \(N/(N-2)\). These figures use a different surface model from the diffuse boundary and should not be multiplied by the earlier 1.19.

**Q:** So what may I conclude about a real conductor?

**A:** The in-plane parameters lie in the rough regime of PdCoO\(_2\), a layered oxide metal with a nearly cylindrical Fermi surface. Its room-temperature in-plane resistivity is roughly 3 µΩ cm, close to the model's 2.72. The hopping is less realistic: \(t=10\) meV gives \(\rho_c\approx4.4\) mΩ cm, whereas the measured value is roughly 1 mΩ cm. Matching that in this model takes \(t\approx20\) meV, which raises \(\rho/\rho_0\) for the 6 nm diffuse film from 1.19 to about 1.41. The single hopping term is itself a simplification, and \(\Gamma_s\) is a free choice, not a material value. Real films can break the assumption of perfect, aligned layers: at 6 nm, one degree of tilt about the current direction costs a perfect cylinder 8%, but adds only about 1% to the warped one with \(t=10\) meV, where the two normal velocities add for some electrons and cancel for others. One degree about the other in-plane axis raises the bulk resistivity of the warped cylinder by about 49% for \(t=10\) meV and about 12% for \(t=20\) meV. These bulk factors do not multiply the surface factor: in the 6 nm diffuse film, with no normal current, \(\rho/\rho_0\) goes from 1.19 to about 1.66 and from 1.41 to about 1.51. With \(\Gamma_s=10\,\Gamma\), disordered outer layers cost the 6 nm film 22% without hopping, 33% with \(t=10\) meV and about 55% with \(t=20\) meV. Grain boundaries, the roughly hexagonal cross-section and further warping terms are left out, so 2.72 µΩ cm is not a forecast for a 6 nm film.

For design, keeping the resistivity close to \(\rho_0\) when the film surfaces scatter diffusely requires the axis to lie along the film normal, \(2tc\tau/\hbar\) and \(\lambda\sin\alpha\) to be small compared with \(d\), and the disordered surface layers to be a small fraction of all the layers. If the tilt makes the current cross layers, \((\rho_c/\rho_0)\sin^2\alpha\) must also be small compared with 1. In a line, a cylinder of circular section also needs a width large compared with \(\lambda\), or sidewalls that reflect specularly. For a hexagonal section the sidewall loss depends on the direction of the line and has to be calculated separately. The numerical output gives more digits for the main cases with \(t=10\) meV.

## Table of computed values

```
INPUTS (round model values)
layer spacing c = 0.60 nm
Fermi wavenumber = 9.50 1/nm
effective mass = 1.50 m_e
in-plane mean free path = 60.0 nm
interlayer hopping t = 10.0 meV
temperature = 300 K
DERIVED
Fermi velocity = 7.332e+05 m/s
relaxation time = 81.8 fs
Fermi energy = 2.292 eV
electron density = 2.394e+22 1/cm3
bulk resistivity = 2.717 uOhm cm
largest normal velocity = 1.823e+04 m/s
largest normal mean free path = 1.492 nm
DIFFUSE FILMS, p = 0 (resistivity in uOhm cm)
d = 6 nm: kappa = 0.2487, ideal cylinder 2.717
  warped: rho/rho0 = 1.1860, rho = 3.223
  sphere: rho/rho0 = 4.7817, rho = 12.992
d = 12 nm: kappa = 0.1243, ideal cylinder 2.717
  warped: rho/rho0 = 1.0859, rho = 2.951
  sphere: rho/rho0 = 3.0959, rho = 8.412
d = 24 nm: kappa = 0.0622, ideal cylinder 2.717
  warped: rho/rho0 = 1.0412, rho = 2.829
  sphere: rho/rho0 = 2.1285, rho = 5.783
CHECKS (conductivity ratios film/bulk)
v_z = 0, with in-scattering = 1.000000
warped, 6 nm, transport solver = 0.84315
warped, 6 nm, closed formula = 0.84315
warped, 6 nm, k-space at 300 K = 0.84314
in-scattering 0.4: loss/kappa = 0.9423
sphere loss slope = 0.37500
sidewall loss slope = 0.42441
NEGLECTED EFFECTS
bulk broadening = 8.04 meV, surface = 80.43 meV
number of layers at 6 nm = 10
rho/rho0, t = 0, disordered outer layers = 1.2195
rho/rho0, t = 0, dead outer layers = 1.2500
rho/rho0, t = 10 meV, disordered outer = 1.3294
same, bulk time 4x longer = 1.7884
uniform stack, t = 10 meV: sigma ratio = 1.00000
rho/rho0, ideal cylinder tilted 1 deg, 6 nm = 1.0800
rho/rho0, sidewalls of 30 nm line = 2.0460
kT/E_F = 0.0113
coherence parameter 2 t tau/hbar = 2.487
```
